# Conductivity of a thin diffuse metal tube at long mean free path: verification in Python

```python
"""Axial conductivity of a thin metal tube with diffuse walls.

Result under test, for wall t << mean radius R and long mean free path mfp:
    sigma/sigma0 = (3 t / (8 mfp)) * [ln(R/t) + 3 ln 2 + 7/2]
whose leading logarithm is (3 t / (8 mfp)) ln(R/t).
Symbols: a, b = inner and outer radius; D = b^2 - a^2 = 2 R t;
chord = straight segment in the metal cross-section; theta = angle to axis;
p = probability of specular reflection (zero for diffuse walls).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

LOG_CONSTANT = 3 * np.log(2) + 3.5


def gauss(low, high, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def chords(R, t, n=240):
    """Chord lengths, line-measure weights, sine of grazing angle at outer wall."""
    a, b, D = R - t / 2, R + t / 2, 2 * R * t
    eps = np.sqrt(D) / a
    u, wu = gauss(0, np.arcsinh(np.pi / 2 / eps), n)
    chi = eps * np.sinh(u)
    c = a * np.sin(chi)
    root = np.sqrt(D + c**2)
    length_in = D / (root + c)
    weight_in = 8 * np.pi * c * eps * np.cosh(u) * wu
    chi, wc = gauss(0, np.arcsin(np.sqrt(D) / b), n)
    length_out = 2 * b * np.sin(chi)
    weight_out = 4 * np.pi * b * np.sin(chi) * wc
    return (np.concatenate([length_in, length_out]),
            np.concatenate([weight_in, weight_out]),
            np.concatenate([root / b, np.sin(chi)]))


def bracket(R, t):
    """Numerical value of (8 mfp / 3 t) sigma/sigma0 for infinite mfp."""
    length, weight, _ = chords(R, t)
    return np.sum(weight * length**2) / 2 / (2 * np.pi * R * t) / t


def relative_conductivity(R, t, mfp, p=0.0):
    """Full kinetic integral; p is a number or a function of normal cosine."""
    length, weight, sine_wall = chords(R, t)
    x, wx = gauss(0, 1, 320)
    theta = np.pi / 2 * x**3
    w_theta = 2 * wx * 1.5 * np.pi * x**2 * np.sin(theta) * np.cos(theta)**2
    reach = mfp * np.sin(theta)[None, :]
    lost = -np.expm1(-length[:, None] / reach)
    spec = p(sine_wall[:, None] * np.sin(theta)) if callable(p) else p
    gain = length[:, None] - (1 - spec) * reach * lost / (1 - spec + spec * lost)
    return 3 / (4 * np.pi * 2 * np.pi * R * t) * np.sum(weight * (gain @ w_theta))


def second_order_loss(R, t, mfp):
    """Closed form for the reduction of sigma/sigma0 at order 1/mfp^2."""
    g = np.sqrt(R * t)
    c = 37 / 30 - np.euler_gamma - 0.3 * np.log(2)
    return 4 * np.sqrt(2) / np.pi * t * g / mfp**2 * (np.log(mfp / g) + c)


def traced_bracket(R, t, nr=600, nphi=6000):
    """Same bracket from its definition: distance to a wall from every point."""
    a, b = R - t / 2, R + t / 2
    r = np.sqrt(a**2 + (b**2 - a**2) * (np.arange(nr) + 0.5) / nr)[:, None]
    phi = np.pi * (np.arange(nphi) + 0.5) / nphi
    along, across2 = r * np.cos(phi), (r * np.sin(phi))**2
    hits_inner = (along < 0) & (across2 < a**2)
    to_inner = -along - np.sqrt(np.maximum(a**2 - across2, 0))
    to_outer = -along + np.sqrt(b**2 - across2)
    return 2 * np.pi * np.mean(np.where(hits_inner, to_inner, to_outer)) / t


def random_walk(R, t, mfp, p, seed, walkers=30000, flights=300):
    """Relative axial diffusion constant of particles with real wall events."""
    rng = np.random.default_rng(seed)
    a, b = R - t / 2, R + t / 2
    px, py = np.sqrt(rng.uniform(a**2, b**2, walkers)), np.zeros(walkers)
    vz = rng.uniform(-1, 1, walkers)
    angle = rng.uniform(0, 2 * np.pi, walkers)
    vt = np.sqrt(1 - vz**2)
    vx, vy = vt * np.cos(angle), vt * np.sin(angle)
    z, path = np.zeros(walkers), np.zeros(walkers)
    for _ in range(flights):
        vt = np.maximum(np.hypot(vx, vy), 1e-14)
        along = (px * vx + py * vy) / vt
        r2 = px**2 + py**2
        disc = along**2 - r2 + a**2
        inner = (along < 0) & (disc > 0)
        s = np.where(inner, -along - np.sqrt(np.maximum(disc, 0)),
                     -along + np.sqrt(np.maximum(along**2 + b**2 - r2, 0)))
        free = rng.exponential(mfp, walkers)
        bulk = free < s / vt
        step = np.minimum(free, s / vt)
        px, py = px + vx * step, py + vy * step
        z += vz * step
        path += step
        radius = np.hypot(px, py)
        sign = np.where(inner, 1.0, -1.0)
        nx, ny = sign * px / radius, sign * py / radius
        snap = np.where(bulk, 1.0, np.where(inner, a, b) / radius)
        px, py = px * snap, py * snap
        # specular reflection
        vn = vx * nx + vy * ny
        sx, sy = vx - 2 * vn * nx, vy - 2 * vn * ny
        # cosine-law emission from the wall
        xi = rng.random(walkers)
        angle = rng.uniform(0, 2 * np.pi, walkers)
        cn, tang = np.sqrt(xi), np.sqrt(1 - xi)
        ct, cz = tang * np.cos(angle), tang * np.sin(angle)
        dx, dy = cn * nx - ct * ny, cn * ny + ct * nx
        # isotropic scattering in the bulk
        iz = 2 * xi - 1
        it = np.sqrt(1 - iz**2)
        mirror = rng.random(walkers) < p
        vx = np.where(bulk, it * np.cos(angle), np.where(mirror, sx, dx))
        vy = np.where(bulk, it * np.sin(angle), np.where(mirror, sy, dy))
        vz = np.where(bulk, iz, np.where(mirror, vz, cz))
    return np.mean(z**2) / (2 * np.mean(path)) / (mfp / 3)


def film(t, mfp):
    """Diffuse flat film of thickness t, full kinetic result."""
    k = t / mfp
    f = lambda u: (u - u**3) * -np.expm1(-k / u)
    value = quad(f, 0, k, epsabs=1e-13)[0] + quad(f, k, 1, epsabs=1e-13)[0]
    return 1 - 1.5 / k * value


# ---- tests of geometry and of the asymptotic constant ----
length, weight, _ = chords(20.0, 1.0)
assert abs(np.sum(weight * length) / (2 * np.pi * 2 * np.pi * 20) - 1) < 1e-8
traced, from_chords = traced_bracket(20.0, 1.0), bracket(20.0, 1.0)
assert abs(traced / from_chords - 1) < 2e-3
for ratio in (1e2, 1e3, 1e4, 1e6):
    miss = abs(bracket(ratio, 1.0) - np.log(ratio) - LOG_CONSTANT)
    assert miss < 5 * np.log(ratio) / ratio + 1e-7
slope = (bracket(1e6, 1.0) - bracket(1e4, 1.0)) / np.log(100)
assert abs(slope - 1) < 1e-3

# ---- kinetic formula against random walks (sampling error near 1 percent) ----
walk = [random_walk(1.0, 0.2, 3.0, p, 11 + i) for i, p in enumerate((0.0, 0.3))]
kinetic = [relative_conductivity(1.0, 0.2, 3.0, p) for p in (0.0, 0.3)]
for w, k in zip(walk, kinetic):
    assert abs(w / k - 1) < 0.045

# ---- flat-film limit, second order in 1/mfp, specular factor ----
film_limit = relative_conductivity(1e6, 1.0, 100.0) / film(1.0, 100.0)
assert abs(film_limit - 1) < 5e-3
loss_num = 3 / (8 * 1e5) * bracket(1e4, 1.0) - relative_conductivity(1e4, 1.0, 1e5)
loss_ratio = loss_num / second_order_loss(1e4, 1.0, 1e5)
assert abs(loss_ratio - 1) < 0.02
spec_factor = (relative_conductivity(20.0, 1.0, 1e6, 0.3)
               / relative_conductivity(20.0, 1.0, 1e6))
assert abs(spec_factor / (1.3 / 0.7) - 1) < 1e-3

# ---- example: copper shell, rough typical inputs, lengths in nm ----
R, t, mfp, density = 200.0, 10.0, 4000.0, 85.0
kF = (3 * np.pi**2 * density)**(1 / 3)
# resistivity times mean free path, converted from ohm m^2 to microohm cm nm
rho_mfp = const.hbar * kF * 1e9 / (density * 1e27 * const.e**2) * 1e8 * 1e9
full = relative_conductivity(R, t, mfp)
prefactor = 3 * t / (8 * mfp)
leading = prefactor * np.log(R / t)
with_constant = prefactor * (np.log(R / t) + LOG_CONSTANT)
loss = second_order_loss(R, t, mfp)
assert abs((with_constant - loss) / full - 1) < 0.05
rho = rho_mfp / mfp / full
area = 2 * np.pi * R * t
ohm_per_um = rho * 1e-8 * 1e-6 / (area * 1e-18)


def rough_wall(height):
    return lambda cosine: np.exp(-(2 * kF * height * cosine)**2)


p_uniform = relative_conductivity(R, t, mfp, 0.1) / full
rough = {h: relative_conductivity(R, t, mfp, rough_wall(h)) / full
         for h in (0.3, 1.0, 3.0)}
grain, reflect = 100.0, 0.3
mfp_grain = 1 / (1 / mfp + reflect / (1 - reflect) / grain)
rho_grain = rho_mfp / mfp_grain / relative_conductivity(R, t, mfp_grain)
mfp_room = 40.0
full_room = relative_conductivity(R, t, mfp_room)
rho_room = rho_mfp / mfp_room / full_room
length, weight, sine_wall = chords(R, t)
theta_c = np.arcsin(np.minimum(1, np.pi / (kF * t * sine_wall)))
part = (theta_c + np.sin(theta_c) * np.cos(theta_c)) / (np.pi / 2)
quantum_share = np.sum(weight * length**2 * part) / np.sum(weight * length**2)

print("TESTS (dimensionless)")
print(f"constant beside the logarithm: {LOG_CONSTANT:.4f}")
print(f"R/t where logarithm equals constant: {np.exp(LOG_CONSTANT):.1f}")
print(f"bracket at R/t=20, ray tracing: {traced:.4f}")
print(f"bracket at R/t=20, chord integral: {from_chords:.4f}")
for ratio in (20.0, 1e2, 1e4, 1e6):
    B = bracket(ratio, 1.0)
    print(f"R/t={ratio:.0f}: bracket {B:.4f}, law {np.log(ratio)+LOG_CONSTANT:.4f},"
          f" log share {np.log(ratio)/B:.3f}")
print(f"slope of bracket against ln(R/t): {slope:.5f}")
print("random walk at R=1, t=0.2, mfp=3:")
for p, w, k in zip((0.0, 0.3), walk, kinetic):
    print(f"  p={p:.1f}: walk {w:.4f}, kinetic integral {k:.4f}")
print(f"tube/film at R/t=1e6, mfp/t=100: {film_limit:.5f}")
print(f"second-order loss, numeric/formula: {loss_ratio:.4f}")
print(f"specular factor at p=0.3: {spec_factor:.4f}, law {1.3/0.7:.4f}")
print("EXAMPLE: copper shell, cold pure metal, rough inputs")
print(f"mean radius R: {R:.0f} nm")
print(f"wall thickness t: {t:.0f} nm")
print(f"bulk mean free path: {mfp:.0f} nm")
print(f"electron density: {density:.0f} per nm^3")
print(f"Fermi wavenumber: {kF:.2f} per nm")
print(f"sqrt(R t): {np.sqrt(R*t):.1f} nm")
print(f"prefactor 3t/(8 mfp): {prefactor:.3e}")
print(f"ln(R/t): {np.log(R/t):.4f}")
print(f"sigma/sigma0, leading logarithm: {leading:.5f}")
print(f"sigma/sigma0, with constant: {with_constant:.5f}")
print(f"second-order loss: {loss:.5f}")
print(f"sigma/sigma0, constant and loss: {with_constant-loss:.5f}")
print(f"sigma/sigma0, full integral: {full:.5f}")
print(f"sigma/sigma0, flat film of same t: {film(t, mfp):.5f}")
print(f"bulk resistivity: {rho_mfp/mfp:.4f} microohm cm")
print(f"tube resistivity: {rho:.3f} microohm cm")
print(f"tube resistance per length: {ohm_per_um:.3f} ohm/um")
print("NEGLECTED EFFECTS")
print(f"conductivity factor, uniform p=0.1: {p_uniform:.3f}")
for h, factor in rough.items():
    print(f"conductivity factor, rms roughness {h:.1f} nm: {factor:.3f}")
print(f"grain length {grain:.0f} nm, boundary reflection {reflect:.1f}")
print(f"mean free path with grains: {mfp_grain:.0f} nm")
print(f"tube resistivity with grains: {rho_grain:.3f} microohm cm")
print(f"subbands across wall, kF t/pi: {kF*t/np.pi:.1f}")
print(f"current share with normal k below pi/t: {quantum_share:.3f}")
print(f"room temperature 300 K, mean free path: {mfp_room:.0f} nm")
print(f"sigma/sigma0 at 300 K: {full_room:.4f}")
print(f"tube resistivity at 300 K: {rho_room:.3f} microohm cm")
print("verified")
```

Output:

```
TESTS (dimensionless)
constant beside the logarithm: 5.5794
R/t where logarithm equals constant: 264.9
bracket at R/t=20, ray tracing: 8.5914
bracket at R/t=20, chord integral: 8.5914
R/t=20: bracket 8.5914, law 8.5752, log share 0.349
R/t=100: bracket 10.1879, law 10.1846, log share 0.452
R/t=10000: bracket 14.7898, law 14.7898, log share 0.623
R/t=1000000: bracket 19.3950, law 19.3950, log share 0.712
slope of bracket against ln(R/t): 0.99999
random walk at R=1, t=0.2, mfp=3:
  p=0.0: walk 0.1405, kinetic integral 0.1387
  p=0.3: walk 0.2111, kinetic integral 0.2117
tube/film at R/t=1e6, mfp/t=100: 1.00000
second-order loss, numeric/formula: 0.9997
specular factor at p=0.3: 1.8571, law 1.8571
EXAMPLE: copper shell, cold pure metal, rough inputs
mean radius R: 200 nm
wall thickness t: 10 nm
bulk mean free path: 4000 nm
electron density: 85 per nm^3
Fermi wavenumber: 13.60 per nm
sqrt(R t): 44.7 nm
prefactor 3t/(8 mfp): 9.375e-04
ln(R/t): 2.9957
sigma/sigma0, leading logarithm: 0.00281
sigma/sigma0, with constant: 0.00804
second-order loss: 0.00025
sigma/sigma0, constant and loss: 0.00779
sigma/sigma0, full integral: 0.00781
sigma/sigma0, flat film of same t: 0.01203
bulk resistivity: 0.0164 microohm cm
tube resistivity: 2.105 microohm cm
tube resistance per length: 1.675 ohm/um
NEGLECTED EFFECTS
conductivity factor, uniform p=0.1: 1.211
conductivity factor, rms roughness 0.3 nm: 3.305
conductivity factor, rms roughness 1.0 nm: 1.378
conductivity factor, rms roughness 3.0 nm: 1.060
grain length 100 nm, boundary reflection 0.3
mean free path with grains: 220 nm
tube resistivity with grains: 2.692 microohm cm
subbands across wall, kF t/pi: 43.3
current share with normal k below pi/t: 0.088
room temperature 300 K, mean free path: 40 nm
sigma/sigma0 at 300 K: 0.3652
tube resistivity at 300 K: 4.500 microohm cm
verified
```
